# Why iterated perturbation theory describes the half-filled Mott transition

## 1. Definitions and conventions

The model is the one-band Hubbard model at half filling, without magnetic order, on a Bethe lattice of infinite coordination. Each site has $z_c\to\infty$ neighbours, with hopping amplitude $t/\sqrt{z_c}$ to each. I set $\hbar=k_B=1$ and $\beta=1/T$. The local interaction is
$$H_U=U\left(n_\uparrow-\tfrac12\right)\left(n_\downarrow-\tfrac12\right),$$
so the Hartree shift is already absorbed and half filling means $\langle n_\sigma\rangle=\tfrac12$. The Green's function is
$$G(\tau)=-\langle T_\tau c(\tau)c^\dagger(0)\rangle,\qquad G(i\omega)=\int_0^\beta d\tau\,e^{i\omega\tau}G(\tau),$$
with $\omega=(2n+1)\pi T$.

Dynamical mean-field theory (DMFT) replaces the lattice by one interacting site in a bath. The Weiss function $G_0$ is the Green's function of that site with $U=0$ but with the bath kept:
$$G_0^{-1}=i\omega-\Delta,\qquad G^{-1}=G_0^{-1}-\Sigma .$$
On this lattice the bath function $\Delta$ is a sum over neighbours, $z_c(t^2/z_c)G=t^2G$, because removing one of infinitely many neighbours does not change a site's $G$. Hence
$$G_0^{-1}=i\omega-t^2G. \tag{1}$$
For $U=0$ and real frequency $\epsilon$, this reads $t^2G^2-\epsilon G+1=0$. Its solution is complex for $|\epsilon|<2t$, so the half-bandwidth is $D=2t$.

Iterated perturbation theory (IPT) closes the equations with
$$\Sigma(\tau)=U^2G_0(\tau)^3. \tag{2}$$
The cube is taken in imaginary time, and it contains $G_0$, not $G$.

Two exact limits of (2) do not by themselves prove that it is accurate between them. What can be shown is what each limit contributes, and what happens in specific closures that keep only one.

## 2. First contribution: exactness at second order

Let $A=[c_\uparrow,H_U]=U(n_\downarrow-\tfrac12)c_\uparrow$. The equation of motion is $\partial_\tau c_\uparrow=[H,c_\uparrow]$. The bath operators enter linearly, and eliminating them produces $\Delta$. Therefore
$$G_0^{-1}G=1+K,\qquad K(\tau)=-\langle T_\tau A(\tau)c_\uparrow^\dagger(0)\rangle .$$
Differentiating $K$ with respect to the time of $c_\uparrow^\dagger$ gives, in the same way,
$$G_0^{-1}K=\langle\{A,c_\uparrow^\dagger\}\rangle+\Phi,\qquad \Phi(\tau)=-\langle T_\tau A(\tau)A^\dagger(0)\rangle .$$
The anticommutator is $U(n_\downarrow-\tfrac12)$, whose mean is zero. Thus $G=G_0+G_0\Phi G_0$. Dyson's equation gives $G=G_0+G_0\Sigma G_0+G_0\Sigma G_0\Sigma G_0+\dots$, so $\Sigma=\Phi$ through order $U^2$.

Since $\Phi$ already carries $U^2$, its average may be taken at $U=0$, where the spins are independent. For $\tau>0$,
$$\Phi(\tau)=U^2G_0(\tau)\,\langle\delta n_\downarrow(\tau)\delta n_\downarrow(0)\rangle_0,\qquad \delta n_\downarrow=n_\downarrow-\tfrac12 .$$
Wick's theorem gives
$$\langle\delta n_\downarrow(\tau)\delta n_\downarrow(0)\rangle_0=\langle c^\dagger(\tau)c(0)\rangle_0\langle c(\tau)c^\dagger(0)\rangle_0=G_0(-\tau)\,[-G_0(\tau)] .$$
The second-order self-energy is therefore $-U^2G_0(\tau)^2G_0(-\tau)$. Particle-hole symmetry equates $\langle c^\dagger(\tau)c(0)\rangle_0$ and $\langle c(\tau)c^\dagger(0)\rangle_0$, which means $G_0(-\tau)=-G_0(\tau)$. Equation (2) follows.

The next correction is of order $U^4$. To see this, exchange particles and holes for spin down alone, with a sign change on the bath operators and each bath level mapped to its partner at opposite energy. The quadratic Hamiltonian is unchanged up to a constant, while $n_\downarrow-\tfrac12$ changes sign. This sends $U\to-U$ and leaves $G_\uparrow$ alone, so $\Sigma$ is even in $U$ at fixed $G_0$.

Exact diagonalization of an impurity with two bath levels at $\pm0.6D$, coupling $V=0.4D$ and $T=0.2D$ confirms the power. The error here and below is the largest absolute deviation of (2) from the exact self-energy over the six lowest Matsubara frequencies. Halving $U$ from $0.10D$ to $0.05D$ reduces the error of (2) by a factor 15.98, against $2^4=16$.

**What this contributes: a Fermi liquid.** Suppose that at $T=0$ the spectral density $\rho_0(\epsilon)$ of $G_0$ is finite at $\epsilon=0$. At long times
$$G_0(\tau)=-\int_0^\infty d\epsilon\,\rho_0(\epsilon)e^{-\epsilon\tau}\to-\frac{\rho_0(0)}{\tau},\qquad \Sigma(\tau)\to-\frac{U^2\rho_0(0)^3}{\tau^3}.$$
A spectral density $a\epsilon^2$ of $\Sigma$ would give $-\int_0^\infty a\epsilon^2e^{-\epsilon\tau}d\epsilon=-2a/\tau^3$. Hence $a=U^2\rho_0(0)^3/2$, and the scattering rate vanishes as $\epsilon^2$. The cube supplies the phase space of one particle decaying into two particles and a hole. This holds for any $U$ at which the metallic solution exists, not just for small $U$.

## 3. Second contribution: exactness for the isolated atom

With no bath, $G_0=1/(i\omega)$, which in time is $G_0(\tau)=-\tfrac12$ for $0<\tau<\beta$. Equation (2) gives $\Sigma(\tau)=-U^2/8$. Because $e^{i\omega\beta}=-1$,
$$\Sigma(i\omega)=-\frac{U^2}{8}\,\frac{e^{i\omega\beta}-1}{i\omega}=\frac{U^2}{4i\omega}. \tag{3}$$

Now the exact answer. The empty and doubly occupied atom have energy $U/4$, and the two singly occupied states have $-U/4$. Adding a spin-up electron costs $-U/2$ if the atom was empty and $+U/2$ if it held a spin-down electron. The spectral weight of each transition is the sum of the probabilities of its two end states, which is $\tfrac12$ at any temperature. So
$$G=\frac12\left[\frac1{i\omega-U/2}+\frac1{i\omega+U/2}\right]=\frac{i\omega}{(i\omega)^2-U^2/4},\qquad G^{-1}=i\omega-\frac{U^2}{4i\omega}.$$
This is (3). A second-order expression is exact for the half-filled atom at every $U$.

Diagonalization also shows how the limit is approached. At $U=2D$ and $T=0.2D$, halving the bath coupling $V$ from $0.04D$ to $0.02D$ reduces the IPT error by 15.7. For this bath the error thus falls nearly as $V^4$, faster than the $V^2$ one might expect. I report this as a numerical finding and do not use it below.

**What this contributes: a pole of $\Sigma$ at zero energy**, which splits the spectrum into two Hubbard bands.

**Where it fails.** Away from half filling write $n$ for the density per spin and $a=i\omega+\mu$, with the interaction now written $Un_\uparrow n_\downarrow$. The exact atom has
$$G=\frac{1-n}{a}+\frac{n}{a-U}=\frac{a-U(1-n)}{a(a-U)} .$$
Subtracting the Hartree term $Un$ from the self-energy leaves
$$a-Un-G^{-1}=\frac{(a-Un)(a-U+Un)-a(a-U)}{a-U(1-n)}=\frac{U^2n(1-n)}{a-U(1-n)} .$$
For the second-order term, take $G_0=1/(i\omega-e)$ with $e=Un-\mu$ and occupation $n_0=1/(e^{\beta e}+1)$. Then $G_0(\tau)=-(1-n_0)e^{-e\tau}$ and $G_0(-\tau)=n_0e^{e\tau}$, so
$$-U^2\!\int_0^\beta\! d\tau\,(1-n_0)^2n_0\,e^{(i\omega-e)\tau}=U^2(1-n_0)^2n_0\,\frac{1+e^{-\beta e}}{i\omega-e}=\frac{U^2n_0(1-n_0)}{a-Un},$$
using $1+e^{-\beta e}=1/(1-n_0)$. The poles agree only for $n=\tfrac12$, and the weights differ in general. At $U=2D$, $T=0.2D$ and $\mu-U/2=0.8D$, the density is $n=0.578$ and the second-order term is wrong by 81 percent of the exact value at the lowest Matsubara frequency. The argument of these notes belongs to half filling.

## 4. The atomic contribution inside the lattice

The lattice insulator is not an isolated atom, so the effect of (3) must be followed through self-consistency. Let $G$ have a gap at $T=0$, with symmetric spectral density $\mathcal A(\epsilon)$. Then
$$G(i\omega)=-i\omega\int d\epsilon\,\frac{\mathcal A(\epsilon)}{\omega^2+\epsilon^2}\to-\frac{i\omega}{\rho},\qquad \frac1\rho=\int d\epsilon\,\frac{\mathcal A(\epsilon)}{\epsilon^2}.$$
Since $G_0^{-1}$ vanishes with $\omega$, Dyson's equation gives $\Sigma\approx-G^{-1}=\rho/(i\omega)$. A gap therefore requires a zero-energy pole in $\Sigma$, of weight $\rho$.

Equation (1) now reads
$$G_0^{-1}\approx i\omega\left(1+\frac{t^2}{\rho}\right),$$
so $G_0$ has a zero-energy pole of weight $z=1/(1+t^2/\rho)=x/(1+x)$, where $x=\rho/t^2$. Its remaining spectrum is gapped and decays in time. The long-time value is $G_0\to-z/2$, and its cube gives $\Sigma\to-U^2z^3/8$. By the transform used in (3), this is a pole of weight
$$\rho=\frac{U^2}{4}z^3\quad\Longrightarrow\quad \frac{U^2}{4t^2}=\frac{(1+x)^3}{x^2}. \tag{4}$$
The logarithmic derivative of the right side, $3/(1+x)-2/x$, vanishes at $x=2$, where the side has its minimum $27/4$. Within IPT a gapped solution at $T=0$ thus needs
$$U\ge3\sqrt3\,t=\frac{3\sqrt3}{2}D\approx2.598\,D. \tag{5}$$

Above this value (4) has two roots. Inserting a trial $x$ into the loop returns $x'=(U^2/4t^2)[x/(1+x)]^3$, for which
$$\frac{d\ln x'}{d\ln x}=3-\frac{3x}{1+x}=\frac{3}{1+x}.$$
At a root with $x>2$ this is below one and an error in the pole weight shrinks. At a root with $x<2$ it grows. The stable insulator ends where the two roots merge.

Equation (5) is a necessary condition, because (4) does not show that the rest of the spectrum stays gapped. The numerical solution is computed on the Matsubara axis and does not give the spectrum, so it supports the assumed gap only indirectly, through its agreement with (4) and (5). At $T=0.005D$ the insulating branch ends at $2.596D$, and along it the interaction predicted by (4) differs from the actual one by at most $0.0016D$. At $U=3D$, (4) gives $x=5.41$, as does the numerical branch.

## 5. Weighing the contributions by removing one

**Remove the atomic limit.** Take $\Sigma(\tau)=U^2G(\tau)^3$ with the dressed $G$. Since $G-G_0$ is of order $U^2$, this is still correct at second order. It misses the atom: at $U=2D$ and $T=0.2D$ it gives $-\mathrm{Im}\,\Sigma(i\omega_0)=0.39D$ at $\omega_0=\pi T$, against $1.59D$ from (3). Suppose that it gave a gap at $T=0$. Then $G(\tau)$, and with it $\Sigma(\tau)$, would decay exponentially. The odd function $\Sigma(i\omega)$ would be smooth at $\omega=0$ and vanish there. Equation (1) with $\Sigma=0$ gives $G=-1/(t^2G)$, or $|G|=1/t$, whereas a gapped $G$ vanishes at $\omega=0$. The contradiction excludes the insulator for every $U$ at $t>0$.

The numbers at $U=4D$ agree. On cooling from $0.02D$ to $0.01D$, $|G|$ at the lowest Matsubara frequency rises from 1.63 to $1.80/D$, towards $1/t=2/D$. In IPT it halves from 0.0197 to $0.0098/D$, as $G\propto\omega$ demands.

**Remove the second order.** Take $\Sigma(i\omega)=\tfrac14U^2G_0(i\omega)$, a product in frequency. For the atom it reproduces (3). At $\omega\to0$, $G_0=-1/(t^2G)$, and Dyson's equation multiplied by $G$ becomes
$$1=-t^2G^2+\frac{U^2}{4t^2}\quad\Longrightarrow\quad |G|^2=\frac{t^2-U^2/4}{t^4}\qquad(U<2t).$$
The density of states at zero energy falls continuously to zero at $U=2t=D$. The "metal" below that is not a Fermi liquid. At $U=0.6D$ the formula gives $|G|=1.6/D$, and
$$-\mathrm{Im}\,\Sigma(0)=\frac{U^2}{4t^2|G|}=\frac{0.36}{4\times0.25\times1.6}D=0.225\,D,$$
a finite scattering rate at $T=0$. Numerically, $-\mathrm{Im}\,\Sigma(i\omega_0)$ at $\omega_0=\pi T$ is $0.212D$ at $T=0.01D$ and $0.218D$ at $0.005D$. IPT gives $0.0038D$ and $0.0019D$, vanishing with $T$. Metallic and insulating starting points led this closure to the same solution at all four interactions tried, from $0.6D$ to $3D$, at $T=0.02D$.

**The balance.** In these two closures, losing the atomic limit costs the insulator, and losing second order costs the Fermi liquid and, where tested, the coexistence. IPT keeps both because one cube responds to two kinds of bath: a $1/\tau$ tail yields a Fermi liquid, and a constant tail yields a pole. This does not show that every formula with the two limits would succeed. Nor is IPT exact in between: for the test impurity at $U=2D$, $V=0.4D$ and $T=0.2D$ its self-energy at $i\omega_0$ is off by 1.7 percent of the exact value. That figure is no error bar for the lattice near its transition. Take the bath of the IPT metal at $T=0.02D$ and $U=2.785D$ (Section 6) and represent it by four or five levels. Exact diagonalization then gives $-\mathrm{Im}\,\Sigma(i\omega_0)=0.87D$ where IPT gives $0.49D$, an error of 44 percent.

## 6. The coexistence region

At half filling $G(i\omega)=-iy(\omega)$ with $y$ real, positive for $\omega>0$. Let $y_0=y(\omega_0)$. Iterating at fixed $U$ finds stable solutions and misses unstable ones. Instead one can prescribe $y_0$ and solve for $U$ and the other $y(\omega)$. The result is a single curve $U(y_0)$ running from metal (large $y_0$) to insulator (small $y_0$).

If $U$ varies monotonically along the curve, each $U$ has one solution on it. If the curve folds back, three solutions exist between the folds. Along the curve from the metal, the first fold is a maximum of $U$, called $U_{c2}$, where the metal ends. The second is a minimum, $U_{c1}$, where the insulator ends. In units of $D$:

| $T$ | $U_{c1}$ | $U_{c2}$ | width |
|---|---|---|---|
| 0.005 | 2.596 | 3.325 | 0.729 |
| 0.010 | 2.592 | 3.232 | 0.641 |
| 0.020 | 2.575 | 2.995 | 0.420 |
| 0.030 | 2.548 | 2.753 | 0.206 |
| 0.040 | 2.506 | 2.557 | 0.051 |

The folds merge when the curve has a horizontal inflection. This happens at
$$T_c\approx0.047\,D,\qquad U_c\approx2.46\,D,$$
which for a chosen $D=1$ eV is about 540 K. These values and the table belong to IPT, not to the DMFT of the model with an exact impurity solver, and 540 K is no prediction for a material. With exact diagonalization of the impurity and four bath levels in place of (2), metallic and insulating starts reach the same solution at $T=0.04D$, $U=2.53D$, inside the IPT folds. At $T=0.02D$ the metal is already lost at $U=2.55D$, where IPT has only the metal. Above $T_c$ the metal turns into the insulator by a smooth crossover.

The region is a wedge leaning to larger $U$ on cooling. Its left edge hardly moves and tends to (5). Its right edge moves strongly; a plausible reason, not tested here, is that the metal near $U_{c2}$ has a small coherence energy and is easily destroyed by heat.

**Three solutions at one point.** Take $T=0.02D$ and $U$ midway between the folds, $(2.5748+2.9945)D/2=2.785D$. The lowest frequency is $\omega_0=0.0628D$. Dyson's equation with (1) reads $1/y=\omega+t^2y-\mathrm{Im}\,\Sigma$, so
$$-\mathrm{Im}\,\Sigma(i\omega_0)=\frac1{y_0}-\omega_0-t^2y_0 .$$

- Metal: $y_0=1.1821/D$ gives $(0.8460-0.0628-0.2955)D\approx0.488D$.
- Unstable solution: $y_0=0.3118/D$ gives $3.07D$.
- Insulator: $y_0=0.0632/D$ gives $15.7D$.

For the metal, the Matsubara estimate of the quasiparticle weight is
$$Z\approx\frac{1}{1+0.488/0.0628}\approx0.11 .$$
It is only an estimate, since $y_0$ is well below its zero-temperature limit $2/D$. For the insulator, $x\approx\omega_0(15.75D)/t^2=3.96$, and (4) returns $U=D\sqrt{(4.96)^3/(3.96)^2}\approx2.79D$, close to the actual value although (4) was derived at $T=0$.

Plain iteration on a different time grid reaches the first solution from a metallic start and the third from an insulating start. At $0.03D$ outside either fold, both starts give the same solution.

The folds bound the existence of the two phases in IPT. They do not say which phase is the stable one thermodynamically. That needs the free energies, whose crossing defines a first-order line inside the wedge; it is not computed here. Magnetic order, excluded from the start, could also preempt the whole region in a real system.

## Calculated quantities

```
Energies and temperatures in D; G in 1/D; t = 0.50 D
IMPURITY TEST: T = 0.20, bath levels +-0.60
error ratio, U 0.10 -> 0.05 at V=0.4: 15.982
error ratio, V 0.04 -> 0.02 at U=2: 15.689
U=2, V=0.4: -Im Sigma(iw0) exact 0.5761, IPT 0.5662
relative IPT error there: 1.7 percent
doped atom U=2, mu-U/2=0.8: density per spin 0.5777
relative second-order error at iw0: 81.3 percent
COEXISTENCE REGION
T = 0.005: Uc1 = 2.5961, Uc2 = 3.3252, width = 0.7291
T = 0.010: Uc1 = 2.5915, Uc2 = 3.2321, width = 0.6406
T = 0.020: Uc1 = 2.5748, Uc2 = 2.9945, width = 0.4197
T = 0.030: Uc1 = 2.5475, Uc2 = 2.7533, width = 0.2058
T = 0.040: Uc1 = 2.5064, Uc2 = 2.5572, width = 0.0508
critical end point: T = 0.0469, U = 2.463
end-point temperature for D = 1 eV: 544 K
INSULATING POLE LAW
Uc1 at T=0 from pole law: 2.5981
x at U=3: law 5.4115, numerical at T=0.005 5.4126
largest U deviation from law on branch: 0.00158
THREE SOLUTIONS at T = 0.02, U = 2.7846
metal: |G(iw0)| = 1.1821, -Im Sigma(iw0) = 0.4876
unstable: |G(iw0)| = 0.3118, -Im Sigma(iw0) = 3.0661
insulator: |G(iw0)| = 0.0632, -Im Sigma(iw0) = 15.7489
metal: Matsubara estimate of Z = 0.1142
ONE LIMIT REMOVED
U=4, |G(iw0)| at T=0.02, 0.01: IPT 0.0197, 0.0098
same with dressed G: 1.6295, 1.7992
U=0.6, -Im Sigma(iw0) at T=0.01, 0.005: IPT 0.00379, 0.00190
same with U^2 G0(iw)/4: 0.21214, 0.21834
U^2 G0(iw)/4 at U=0.6, w->0: |G| = 1.6000
```
